\section*{Valence-band offset from bulk edges and an averaged potential step, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a charged double layer to the offset formula}

Two bulk calculations are finished, one for crystal A and one for crystal B, and each has delivered a valence-band edge. The decision is whether to subtract the two numbers or to pay for a third calculation that contains the interface. For the model interface worked out in the second half, the difference of bulk edges is $-0.67$, $1.16$ or $1.35$ eV, according to which of three legitimate reference potentials the edges are measured from. The offset itself is $0.89$ eV. Even the sign of the bulk difference is not safe, so the third calculation is needed. What it must supply is one number, a potential step.

\subsection{Statement and conventions}

The interface is planar, with normal $z$; A lies on the left and B on the right. Hartree atomic units are used in the derivation, and energies of the example are given in eV. The symbol $v$ denotes the electrostatic potential energy of an electron, and $\rho$ is the total charge density, ions plus electrons, in units of the elementary charge $e$. The electrostatic potential $\phi$ obeys $\nabla^2\phi=-4\pi\rho$. An electron has charge $-1$, so $v=-\phi$ and
\begin{equation}
\nabla^2 v=4\pi\rho .
\label{eq:poisson}
\end{equation}
Positive charge therefore makes a valley in $v$, as it should for an electron.

The offset is defined as $\Delta E_v=E_v^B-E_v^A$, with both edges taken deep inside their slabs on the common energy scale of the interface. It is positive when the valence edge of B lies higher. The result to be derived is
\begin{equation}
\Delta E_v=\left(E_v^B-\langle v\rangle_B\right)_{\rm bulk}
-\left(E_v^A-\langle v\rangle_A\right)_{\rm bulk}
+\Delta\bar{\bar v},
\label{eq:main}
\end{equation}
where $\langle v\rangle_X$ is the cell average in the bulk calculation of crystal $X$, and $\Delta\bar{\bar v}$ is the smoothed potential deep in B minus the smoothed potential deep in A. The smoothing is defined below. The interface is taken to be neutral and insulating, with no macroscopic field in either slab.

\subsection{Simplest case: two uniform regions and a double layer}

Replace each crystal by a region in which the potential energy is a constant, $v_A$ or $v_B$. Let the valence edge lie at a height $\varepsilon_X$ above the local constant. The height is a property of the material, while the constant depends on the surrounding charges. Then
\begin{equation}
E_v^X=\varepsilon_X+v_X,\qquad
\Delta E_v=\varepsilon_B-\varepsilon_A+(v_B-v_A).
\label{eq:skeleton}
\end{equation}
This already has the structure of Eq.~\eqref{eq:main}.

The step $v_B-v_A$ needs a charge distribution. Put a sheet of areal charge $+\sigma$ at $z=-d/2$ and a sheet $-\sigma$ at $z=+d/2$:
\begin{equation}
\rho(z)=\sigma\,\delta(z+d/2)-\sigma\,\delta(z-d/2).
\label{eq:double}
\end{equation}
Integrating $v''=4\pi\rho$ across the first sheet raises the slope from $0$ to $4\pi\sigma$. Crossing the second sheet lowers it by the same amount, back to $0$. The slope is constant over the distance $d$, so
\begin{equation}
v_B-v_A=4\pi\sigma d .
\label{eq:doublestep}
\end{equation}
The sign can be checked physically. An electron moving from left to right is pulled back by the positive sheet and repelled by the negative one, so its potential energy rises.

Two limits fix the meaning. If $\sigma=0$, the offset is $\varepsilon_B-\varepsilon_A$. If both regions are the same material, $\varepsilon_A=\varepsilon_B$ and the whole offset is the step. An offset can thus exist between two pieces of one crystal, provided that a dipole layer separates them.

For later use, take a charge of $0.02\,e$ per cell area of $30$ bohr$^2$ and a separation of $6.5$ bohr. Then
\begin{equation}
4\pi\sigma d=4\pi\,\frac{0.02}{30}\,(6.5)=0.0545\ \text{hartree},
\label{eq:barenumber}
\end{equation}
which is $1.48$ eV. A charge of only $0.02\,e$ per cell area, displaced over one interplanar distance, thus gives a bare step larger than the offset of $0.89$ eV quoted at the start. This value contains no electronic response; the response is treated in the second half.

\subsection{First generalization: periodic crystals}

In a crystal $v$ is not constant, and its average takes the place of $v_X$. The first question is what a bulk calculation says about that average. Expand the periodic functions in reciprocal vectors $\mathbf G$:
\begin{equation}
v(\mathbf r)=\sum_{\mathbf G}v_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
\rho(\mathbf r)=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
Each derivative in Eq.~\eqref{eq:poisson} brings down a factor $i\mathbf G$, so
\begin{equation}
-G^2v_{\mathbf G}=4\pi\rho_{\mathbf G}.
\label{eq:fourier}
\end{equation}
For $\mathbf G\neq0$ this gives $v_{\mathbf G}=-4\pi\rho_{\mathbf G}/G^2$. For $\mathbf G=0$ the left side vanishes for any finite $v_0$. The right side vanishes too, because the cell is neutral. The equation reads $0=0$ and leaves $v_0=\langle v\rangle$ free. A bulk code has to choose a value, for example zero, and the choice contains no information about the crystal.

Now add a constant $c$ to $v$. The one-electron Hamiltonian $\mathcal H$ becomes $\mathcal H+c$. Its eigenfunctions are the same, so the density is the same and the calculation remains self-consistent. Every eigenvalue moves by $c$, and therefore
\begin{equation}
(E_v+c)-(\langle v\rangle+c)=E_v-\langle v\rangle .
\label{eq:invariant}
\end{equation}
The edge relative to the average is what a bulk calculation determines. It plays the part of $\varepsilon_X$ in Eq.~\eqref{eq:skeleton}.

As a limit, run the same crystal twice with averages set to $0$ and to $c$. Subtracting the raw edges gives a false offset $c$. Subtracting the values of $E_v-\langle v\rangle$ gives zero.

\subsection{What the interior of a slab shares with the bulk}

Let the interface calculation contain a thick slab of crystal $X$. Suppose that in its interior the ions stand at the positions used in the bulk calculation, with the same strain, and that the electron density has returned to the bulk density. Let $D=v_{\rm int}-v_{\rm bulk}$ be the difference of the two potentials there. Both obey Poisson's equation with the same charge, so
\begin{equation}
\nabla^2D=0 .
\label{eq:laplace}
\end{equation}
Equal charge does not by itself make $D$ constant, because charges outside the region also act. The possible forms follow from the periodicity of the system in the interface plane. Write $\mathbf r_\parallel$ for the in-plane position and expand $D$ in the in-plane reciprocal vectors $\mathbf G_\parallel$ of the common cell:
\begin{equation}
D=\sum_{\mathbf G_\parallel}D_{\mathbf G_\parallel}(z)\,e^{i\mathbf G_\parallel\cdot\mathbf r_\parallel},
\qquad
\frac{d^2D_{\mathbf G_\parallel}}{dz^2}=G_\parallel^2D_{\mathbf G_\parallel}.
\label{eq:inplane}
\end{equation}
For $\mathbf G_\parallel\neq0$ the solutions are $e^{\pm G_\parallel z}$. They are largest at the ends of the region and die out towards its middle over a length $1/G_\parallel$. For $\mathbf G_\parallel=0$ the equation is $D_0''=0$, which gives
\begin{equation}
D_0(z)=c_X+F_Xz .
\label{eq:linear}
\end{equation}
The term $F_Xz$ is a macroscopic field. It was excluded by assumption, so deep in the slab
\begin{equation}
v_{\rm int}=v_{\rm bulk}+c_X .
\label{eq:cx}
\end{equation}

The other parts of the Hamiltonian must match as well. Short-range ionic potentials depend on the positions of nearby ions, and a local exchange-correlation potential depends on the local density. Both are then the same as in the bulk if the functional and the pseudopotentials are the same. With that,
\begin{equation}
\mathcal H_{\rm int}=\mathcal H_{{\rm bulk},X}+c_X
\quad\text{deep in }X .
\label{eq:hshift}
\end{equation}
The local valence edge is the edge of the crystal obtained by continuing this interior potential periodically. By Eq.~\eqref{eq:hshift} it equals $E_{v,\rm bulk}^X+c_X$. The offset is
\begin{equation}
\Delta E_v=\left(E_{v,\rm bulk}^B+c_B\right)-\left(E_{v,\rm bulk}^A+c_A\right).
\label{eq:shiftoffset}
\end{equation}

The argument shows where a calculation can go wrong. If B is strained to match A in the interface cell but its bulk edge is taken from an unstrained cell, Eq.~\eqref{eq:hshift} does not hold. The bulk term then belongs to a different crystal. The same is true if the two runs use different pseudopotentials. A slab that is too thin has no region where Eq.~\eqref{eq:laplace} applies.

\subsection{Reading the constants: planar average and smoothing}

It remains to extract $c_X$ from $v_{\rm int}$, which oscillates strongly from one atomic plane to the next. The first operation is the planar average over the common in-plane cell of area $S$:
\begin{equation}
\bar v(z)=\frac1S\int_S v(x,y,z)\,dx\,dy .
\label{eq:planar}
\end{equation}
Terms with $\mathbf G_\parallel\neq0$ integrate to zero. In the bulk-like interior the surviving terms have $\mathbf G$ along $z$, and $\bar v$ is periodic in $z$. Let $a_X$ be its period. Its mean over $a_X$ is the term $\mathbf G=0$, which is the cell average.

The second operation removes the remaining oscillation. Averaging a function $f$ over a window of length $a$ centred at $z$ gives, for a single wave $f=e^{iGz}$,
\begin{align}
\frac1a\int_{-a/2}^{a/2}e^{iG(z+s)}\,ds
&=e^{iGz}\,\frac{e^{iGa/2}-e^{-iGa/2}}{iGa}\nonumber\\
&=e^{iGz}\,\frac{\sin(Ga/2)}{Ga/2}.
\label{eq:filter}
\end{align}
The last line uses $e^{ix}-e^{-ix}=2i\sin x$. For $G=2\pi m/a$ with a nonzero integer $m$, the sine is $\sin(\pi m)=0$. For $G\to0$ the factor tends to $1$. A window of one period thus removes all harmonics of that period and keeps the mean.

Crystal B has another period. A window of length $a_A$ multiplies its $m$th harmonic, $G=2\pi m/a_B$, by
\begin{equation}
\frac{\sin(\pi m a_A/a_B)}{\pi m a_A/a_B}.
\label{eq:leftover}
\end{equation}
This vanishes for all $m$ when $a_A/a_B$ is a nonzero integer, in particular for equal periods. One window is then enough. For $a_A/a_B=6/7$ and $m=1$ the factor is $0.434/2.693=0.16$, so about one sixth of the first harmonic survives. In the example this leaves a ripple of $0.35$ eV from peak to peak in B, which is larger than the magnitude of the step being sought.

The cure is to apply both windows:
\begin{equation}
\bar{\bar v}(z)=\frac1{a_Aa_B}\int_{-a_A/2}^{a_A/2}\!ds
\int_{-a_B/2}^{a_B/2}\!dt\;\bar v(z+s+t).
\label{eq:double-window}
\end{equation}
In Fourier space the two factors multiply, so their order does not matter. Deep in A the window $a_A$ turns $\bar v$ into a constant, which the window $a_B$ leaves alone. Deep in B the window $a_A$ rescales the harmonics without changing their period, and the window $a_B$ then removes them. In the example the ripple in B falls below $0.001$ meV.

The combined window reaches a distance $(a_A+a_B)/2$ to either side. A plateau in $\bar{\bar v}$ is therefore reliable where the potential is bulk-like over at least that distance in both directions. The smooth curve drawn through the interface itself has a shape set partly by the windows, and no local band edge should be read from it there.

\subsection{Assembling the formula}

Apply the smoothing to Eq.~\eqref{eq:cx}. The bulk potential becomes its average and the constant is unchanged:
\begin{equation}
\bar{\bar v}(\text{deep }X)=\langle v\rangle_X+c_X
\quad\Longrightarrow\quad
c_X=\bar{\bar v}(\text{deep }X)-\langle v\rangle_X .
\label{eq:cread}
\end{equation}
Insert this into Eq.~\eqref{eq:shiftoffset} and collect the terms of each crystal:
\begin{align}
\Delta E_v
&=E_{v,\rm bulk}^B-\langle v\rangle_B+\bar{\bar v}(\text{deep }B)\nonumber\\
&\quad-E_{v,\rm bulk}^A+\langle v\rangle_A-\bar{\bar v}(\text{deep }A).
\end{align}
The two smoothed values combine into $\Delta\bar{\bar v}$, and Eq.~\eqref{eq:main} follows.

Three constants were arbitrary: the zeros of the two bulk runs and the zero of the interface run. The first two cancel inside their brackets by Eq.~\eqref{eq:invariant}. The third is common to both plateaus and cancels in the step. In the limit of uniform regions, smoothing does nothing to the plateaus and Eq.~\eqref{eq:skeleton} returns. In the limit of one perfect crystal cut by an imaginary plane, the bulk terms cancel, the plateaus coincide and the offset is zero.

\section{The step as a dipole, its conventions, and a worked interface}

From the first half, $v$ is the electrostatic potential energy of an electron and $\rho$ the charge density, with $\nabla^2v=4\pi\rho$. The double bar denotes a planar average followed by averaging over one period $a_A$ and one period $a_B$. Deep in slab $X$ the Hamiltonian is that of the bulk plus a constant $c_X$, and
\begin{equation}
\Delta E_v=\varepsilon_B-\varepsilon_A+\Delta\bar{\bar v},\qquad
\varepsilon_X=\left(E_v^X-\langle v\rangle_X\right)_{\rm bulk}.
\label{eq:restate}
\end{equation}
Here $\Delta\bar{\bar v}$ is the value deep in B minus that deep in A. A double layer with $+\sigma$ on the A side, $-\sigma$ on the B side and separation $d$ gives the step $4\pi\sigma d$.

The offset has been shown to be the difference of the bulk valence edges, each measured from its own average potential, plus the step in the smoothed potential across the interface. It remains to express that step as the dipole of a general interface charge, to see how it depends on the chosen reference, and to test the formula on a model interface.
